# Why melt in a raised Czochralski meniscus is below ambient pressure

Under a silicon crystal of 200 mm diameter, 6.9 mm above the surrounding melt surface, the melt is at 18.7 Torr, while the furnace gas around it is at 20 Torr. The melt has been raised, and yet its pressure is lower than that of the gas beside it. This contradicts the assumption that a raised meniscus must be above ambient pressure because something has to push it up.

## The counter-example

Let $z$ be the height above the flat melt surface far from the crystal. Let $p(z)$ be the melt pressure and $p_{\rm amb}$ the gas pressure. The melt is taken to be at rest with uniform density $\rho$, and the weight of the gas is neglected. The crystal is a vertical cylinder of radius $R=100$ mm, and its flat lower face, the growth interface, is at height $h=6.9$ mm.

Consider a thin horizontal slab of melt under the crystal, with area $A$ and thickness $dz$. The melt below pushes it up with force $p(z)A$. The melt above pushes it down with force $p(z+dz)A$, and its weight is $\rho gA\,dz$. At rest these forces cancel:

$$
p(z)A-p(z+dz)A-\rho gA\,dz=0 .
$$

Dividing by $A\,dz$ gives

$$
\frac{dp}{dz}=-\rho g .
$$

Pressure therefore falls with height, because each slab is held up by a larger pressure below it than above it.

The pressure at $z=0$ is also known. The distant surface is flat, so surface tension produces no pressure difference across it, and the melt just beneath it is at $p_{\rm amb}$. Melt at rest has no horizontal pressure difference, since nothing would balance the resulting sideways force. The melt at $z=0$ under the crystal is therefore at $p_{\rm amb}$ too. Integrating from $0$ to $h$ gives

$$
p(h)-p_{\rm amb}=-\rho gh .
$$

With the rough density $2570\ \mathrm{kg/m^3}$,

$$
p(h)-p_{\rm amb}=-(2570)(9.807)(6.9\times10^{-3})\ \mathrm{Pa}\approx-174\ \mathrm{Pa},
$$

which is $-1.30$ Torr. The absolute pressure is $20-1.30=18.7$ Torr. "Below ambient" thus does not mean negative pressure here: the melt is still compressed, but less than the gas.

Suppose instead that the melt at the interface were 174 Pa above ambient. Pressure rises by another 174 Pa on the way down to $z=0$, so the foot of the column would be 348 Pa above ambient. The neighbouring melt at the same level is at ambient pressure. Melt would flow outward, and the column could not be at rest.

The idea that something must push the melt up is sound, but the high pressure belongs at the bottom of the column. The gas pressing on the surrounding surface supplies it, as it does for liquid standing in a drinking straw.

## What the surface shape says

The curved surface gives a second determination of the pressure. Take a small rectangular patch of surface with principal radii of curvature $R_1$ and $R_2$, both positive if the melt bulges into the gas. Its area is $dA=R_1R_2\,d\theta_1d\theta_2$. Moving it outward by a small distance $\delta$ changes the area to

$$
(R_1+\delta)(R_2+\delta)\,d\theta_1d\theta_2
\approx dA\left[1+\delta\left(\frac1{R_1}+\frac1{R_2}\right)\right].
$$

In equilibrium the work of the pressure difference, $(p-p_{\rm amb})\,\delta\,dA$, equals the surface tension $\gamma$ times the added area. This gives the Young–Laplace equation,

$$
p-p_{\rm amb}=\gamma(\kappa_h+\kappa_v),
$$

where $\kappa_h$ and $\kappa_v$ are the two principal curvatures, the inverses of the radii.

Describe the meniscus by its radius $r(z)$, and let $\psi$ be the angle of its profile from the vertical, so that $\tan\psi=-r'$. The first curvature belongs to the round horizontal outline. Measured along the surface normal, the distance to the axis is $r/\cos\psi$, hence

$$
\kappa_h=\frac{\cos\psi}{r}=\frac{1}{r\sqrt{1+r'^2}} .
$$

The second is the rate at which the profile turns per unit arc length $s$. Differentiating $\tan\psi=-r'$ gives $(1+r'^2)\,d\psi/dz=-r''$. Since $ds=\sqrt{1+r'^2}\,dz$,

$$
\kappa_v=\frac{d\psi}{ds}=-\frac{r''}{(1+r'^2)^{3/2}} .
$$

A dome leans further inward as one climbs it, so $\psi$ grows and $\kappa_v>0$. The meniscus does the opposite: it starts horizontal far away, with $\psi=90^\circ$, and becomes steep at the crystal. Its vertical profile is hollow, and $\kappa_v<0$.

The shape can be found without assuming any pressure law, by minimizing surface energy plus gravitational energy with the edge held at $h$. For $\gamma=0.78$ N/m, a rough value for silicon, the resulting surface meets the crystal edge at $\alpha=11.1^\circ$ from the vertical. There the two terms are

$$
\gamma\kappa_h=+7.7\ \mathrm{Pa},\qquad
\gamma\kappa_v=-181.5\ \mathrm{Pa}.
$$

Their sum before rounding is $-173.9$ Pa, the hydrostatic value. The vertical term is read from a polynomial fit and is uncertain by about 0.1 Pa; the converged value is $-181.6$ Pa. Seen from above, the meniscus is round and seems to bulge, which suggests excess pressure. That bulge contributes 7.7 Pa, and the hollow profile outweighs it.

The agreement has a simple reason. Moving a surface patch outward by $\delta$ adds a melt volume $\delta\,dA$ at height $z$, taken from the wide surface at $z=0$. The gravitational energy rises by $\rho gz\,\delta\,dA$ and the surface energy by $\gamma(\kappa_h+\kappa_v)\,\delta\,dA$. At the minimum the sum vanishes for every patch:

$$
\gamma(\kappa_h+\kappa_v)=-\rho gz .
$$

Combined with the Young–Laplace equation, this is again $p-p_{\rm amb}=-\rho gz$.

## What the crystal carries

The reduced pressure also appears as a load on the crystal. Take all melt between the level $z=0$ and a cut just below the interface, out to where the surface is flat. Let $A_0$ be the area of its base and $W$ its weight. The vertical forces on it are:

- $p_{\rm amb}A_0$ upward from the melt below;
- $p_{\rm amb}(A_0-\pi R^2)$ downward from the gas on the free surface;
- $p(h)\pi R^2$ downward at the cut;
- $2\pi R\gamma\cos\alpha$ upward from surface tension at the crystal edge.

At the distant rim the surface is horizontal, so its tension has no vertical part. Setting the total force to zero, including the weight, gives

$$
W=2\pi R\gamma\cos\alpha+\pi R^2\,[p_{\rm amb}-p(h)] .
$$

The volume under the computed shape gives $W=5.94$ N. The edge term is $2\pi(0.100)(0.78)\cos11.1^\circ=0.48$ N. The remaining 5.46 N must come from the pressure term. Divided by the area $\pi(0.100)^2=0.0314\ \mathrm{m^2}$, it gives a deficit of 174 Pa. A pressure above ambient would make the last term negative, and edge tension alone would have to carry more than the whole weight.

## The general statement and its proof

**Statement.** Let a melt of uniform density be at rest and connected, through melt, to a wide flat free surface under gas pressure $p_{\rm res}$. At height $z$ above that surface,

$$
p-p_{\rm amb}=(p_{\rm res}-p_{\rm amb})-\rho gz ,
$$

where $p_{\rm amb}$ is the gas pressure around the meniscus. If the two gas pressures are equal, melt above the free surface is below ambient, melt at its level is at ambient, and melt beneath it is above ambient.

**Proof.** The forces on a small box of melt at rest balance in each direction. Horizontally this gives $\partial p/\partial x=\partial p/\partial y=0$, and vertically $\partial p/\partial z=-\rho g$. Along any path inside the melt, therefore,

$$
dp=\frac{\partial p}{\partial x}dx+\frac{\partial p}{\partial y}dy+\frac{\partial p}{\partial z}dz=-\rho g\,dz .
$$

Integrate from a point just beneath the flat surface, where $z=0$ and $p=p_{\rm res}$, to the chosen point. The result is $p=p_{\rm res}-\rho gz$, whatever the path. Subtracting $p_{\rm amb}$ from both sides proves the statement.

Neither the crystal radius nor the surface tension appears in the result. In shaped growth, the height must be measured from the free surface of the reservoir that feeds the meniscus. A meniscus below that surface at equal gas pressures, or more generally any meniscus with $p_{\rm res}-p_{\rm amb}>\rho gz$, is above ambient. The word "raised" settles the sign only when the reference surface and its gas pressure are specified.

## Narrow crystals and the role of surface tension

A narrow crystal is a harder case, because its round outline is strongly curved. For a radius of 5.0 mm and a height of 3.0 mm, the horizontal term is $+113.5$ Pa and the vertical term is $-188.8$ Pa. Their sum, $-75.4$ Pa before rounding of the terms, is still negative. The hydrostatic value is $-75.6$ Pa. The difference is 0.3% of that value, within the 1% that the program allows for the finite grid and for the polynomial fit from which the curvature is read; the converged vertical term is $-189.1$ Pa. The edge angle in this example is about $43^\circ$, so it is a test of the pressure law, not a crystal growing at constant diameter. At an edge angle of $11^\circ$ the same radius has a height of 4.8 mm, with terms of $+153$ Pa and $-275$ Pa and a sum of $-122$ Pa.

If the surface tension is changed to 0.90 N/m with the wide crystal's radius and height held fixed, the edge angle becomes $17.3^\circ$. The pressure from curvature stays at $-173.9$ Pa. Surface tension changes the shape, but not the pressure at a given height.

It does affect which height occurs in growth. A crystal of constant diameter needs a particular edge angle, the growth angle. For a very wide crystal $\kappa_h$ can be dropped, leaving $\gamma\,d\psi/ds=-\rho gz$. Multiplying by $dz=\cos\psi\,ds$ gives

$$
\gamma\cos\psi\,d\psi=-\rho gz\,dz .
$$

Integrating from $(z,\psi)=(0,90^\circ)$ to $(h,\alpha)$ gives $\gamma(\sin\alpha-1)=-\tfrac12\rho gh^2$, or

$$
h=\sqrt{\frac{2\gamma(1-\sin\alpha)}{\rho g}} .
$$

For $\gamma=0.78$ N/m and $\alpha=11.1^\circ$ this is 7.1 mm. The height of 6.9 mm at the same angle is slightly smaller because the horizontal curvature has been restored.

## The real furnace

The diameter, the argon pressure and the melt properties are rough values in the regime of industrial silicon growth. The edge angle of $11.1^\circ$ is close to silicon's growth angle of roughly $11^\circ$, so 6.9 mm is a reasonable meniscus height. It depends on the rough surface tension: at an edge angle of $11^\circ$, values from 0.72 to 0.88 N/m give heights from 6.6 to 7.3 mm and deficits from 167 to 185 Pa. At the fixed height of 6.9 mm, a density uncertainty of $50\ \mathrm{kg/m^3}$ changes the deficit by 3.4 Pa. Thermal expansion changes it by 0.24 Pa if the whole raised column is 10 K hotter or colder, and by half as much for a linear change of 10 K across the column, and the weight of the argon by about 0.0005 Pa. A horizontal temperature difference that reaches deeper into the melt matters more, because its effect on the pressure grows with depth: 10 K over a depth of 100 mm gives about 3.5 Pa, and 30 K over 200 mm about 21 Pa. It also sets the melt in motion.

The assumption of a flat interface can matter more. If the interface centre lies 5.0 mm higher than its edge, the melt there is 11.9 mm above the free surface and about 300 Pa below ambient. If the centre instead bows down by more than 6.9 mm, it lies beneath the free surface, and the static melt there is above ambient.

Real melt also moves. Circular motion at speed $v$ requires $dp/dr=\rho v^2/r$. As an extreme case for a crucible at rest, let all melt under the crystal turn with it at angular speed $\omega$, so that $v=\omega r$, and let $v=\omega R^2/r$ outside. At fixed height above the distant surface, the extra pressure drops across the outer and inner regions are

$$
\int_R^\infty\frac{\rho\omega^2R^4}{r^3}\,dr=\frac{\rho\omega^2R^2}{2},
\qquad
\int_0^R\rho\omega^2r\,dr=\frac{\rho\omega^2R^2}{2}.
$$

At 15 rpm each is 31.7 Pa, so with the interface kept at 6.9 mm the pressure on the axis would fall by a further 63.4 Pa, or 36% of the static deficit. This is the size for complete spin-up at fixed height, not a prediction for a furnace. A growing crystal could not keep that height: with this swirl the meniscus already turns vertical at about 6.5 mm. If the crystal keeps its edge angle instead, the increase is smaller, because the rotation lowers the melt surface near the crystal and the interface sits lower too, at about 5.7 mm. The extra deficit is then about 2 Pa at the rim and about 34 Pa on the axis. In both cases the deficit on the axis becomes larger. Crucible rotation, which also curves the surrounding melt surface, is not included in this estimate.

Motion can also raise the pressure where a stream is brought to rest, by $\tfrac12\rho u^2$ for a stream of speed $u$. For a rough convection speed of 0.05 m/s this is 3.2 Pa. Cancelling the static deficit would take

$$
u=\sqrt{\frac{2(173.9)}{2570}}\ \mathrm{m/s}\approx0.37\ \mathrm{m/s},
$$

about seven times that speed. The margin is smaller for faster flows: the rim of the crystal moves at $\omega R\approx0.16$ m/s at 15 rpm, only a factor 2.3 below this speed, and at 0.31 m/s at 30 rpm. For the flows considered here, the melt at the flat interface remains below ambient, but strong convection or fast rotation can change the deficit by a sizeable fraction. The values for the main example are in the numerical output below.

## Computed values

```
Melt density (rough): 2570 kg/m^3
Surface tension (rough): 0.78 N/m
Gravitational acceleration: 9.807 m/s^2
Crystal radius: 100 mm
Height above free surface: 6.9 mm
Hydrostatic gauge pressure: -173.9 Pa
Same gauge pressure: -1.30 Torr
Furnace ambient pressure: 20 Torr
Absolute melt pressure at interface: 18.7 Torr
Horizontal curvature term: +7.7 Pa
Vertical curvature term: -181.5 Pa
Gauge pressure from curvature: -173.9 Pa
Gauge pressure from force balance: -173.9 Pa
Meniscus angle from vertical: 11.1 deg
Weight of raised melt: 5.94 N
Part carried by edge tension: 0.48 N
Part carried by reduced pressure: 5.46 N
Narrow crystal, radius: 5.0 mm
Narrow crystal, height: 3.0 mm
Narrow crystal, horizontal term: +113.5 Pa
Narrow crystal, vertical term: -188.8 Pa
Narrow crystal, curvature sum: -75.4 Pa
Narrow crystal, hydrostatic: -75.6 Pa
Changed surface tension: 0.90 N/m
Changed tension, curvature sum: -173.9 Pa
Changed tension, angle: 17.3 deg
Crystal rotation (rough): 15 rpm
Full spin-up bound, extra drop at rim: 31.7 Pa
Full spin-up bound, extra drop on axis: 63.4 Pa
Convection speed (rough): 0.05 m/s
Stagnation pressure of convection: 3.2 Pa
Stream speed that would cancel deficit: 0.37 m/s
Density uncertainty (rough): 50 kg/m^3
Effect of density uncertainty: 3.4 Pa
Thermal expansion (rough): 1.4e-04 1/K
Temperature difference in melt: 10 K
Effect of thermal expansion: 0.24 Pa
Gas temperature taken: 1687 K
Effect of argon weight: 5.1e-04 Pa
Upward bow of interface centre: 5.0 mm
Gauge pressure at bowed centre: -300 Pa
```
